# Landau Diamagnetism and the Local Vorticity Functional

**Q.** I am told that the orbital magnetism of free electrons is tied to their spin magnetism by a pure number, and that this number settles a density functional for currents. I doubt both claims. Start with the spin part, and say what is being assumed.

**A.** The system is a noninteracting, spin-unpolarized gas with parabolic dispersion, the bare electron mass, spin \(g=2\) and no spin-orbit coupling. I use Hartree atomic units and electron charge \(-1\), with the factor \(1/c\) absorbed in the vector potential. The orbital Hamiltonian is \((\mathbf p+\mathbf A)^2/2\), and \(\mathbf B=\nabla\times\mathbf A\). All energies are per volume. The susceptibility \(\chi\) is defined by

\[
\Omega(B)=\Omega_0-\tfrac12\chi B^2,\qquad M=-\partial\Omega/\partial B=\chi B .
\]

The field shifts the two spin species by \(\pm B/2\), which is the same as shifting their chemical potentials. Each species contributes half of \(\Omega_0(\mu)\), so

\[
\Omega=\tfrac12\left[\Omega_0(\mu+\tfrac B2)+\Omega_0(\mu-\tfrac B2)\right]
=\Omega_0+\tfrac{B^2}{8}\Omega_0''(\mu)+\dots
\]

Since \(\Omega_0'=-n\), the second derivative is \(-D\), with \(D=\partial n/\partial\mu\). Comparison with the definition gives Pauli's result, \(\chi_P=D/4\).

I shall need \(D\) in another form. The density is \(n=\pi^{-2}\int_0^\infty k^2 f\,dk\), where \(f(\varepsilon)\) is the Fermi function and \(\varepsilon=k^2/2\). Use \(\partial f/\partial\mu=-f'(\varepsilon)\) and \(\partial f/\partial k=kf'\), then integrate by parts:

\[
D=-\frac1{\pi^2}\int_0^\infty k\,\frac{\partial f}{\partial k}\,dk
=\frac1{\pi^2}\int_0^\infty f\,dk
\;\xrightarrow{T\to0}\;\frac{k_F}{\pi^2}.
\]

**Q.** Now the orbital part. A field merely gathers the free states into Landau levels. Why should the total energy change at all?

**A.** Because a sum over levels is not quite the integral it replaces. Take \(\mathbf A=(0,Bx,0)\). Then

\[
H=\tfrac12p_x^2+\tfrac12(k_y+Bx)^2+\tfrac12k_z^2
\]

is an oscillator of frequency \(B\) centred at \(x=-k_y/B\), with energies \((N+\tfrac12)B+k_z^2/2\). The values of \(k_y\) are spaced by \(2\pi/L_y\), and the centre must lie within \(L_x\). Each level therefore holds \(BL_xL_y/2\pi\) states per spin.

An orbital of energy \(\varepsilon\) contributes \(\phi(\varepsilon)=-T\ln[1+e^{(\mu-\varepsilon)/T}]\) to the grand potential, and \(\phi'=f\). With two spins,

\[
\Omega=B\sum_{N=0}^\infty F\big((N+\tfrac12)B\big),\qquad
F(x)=\frac1\pi\int_{-\infty}^{\infty}\frac{dk_z}{2\pi}\,\phi\!\left(x+\tfrac{k_z^2}{2}\right).
\]

Expand \(F\) about the centre \(c\) of a cell of width \(B\). The odd terms integrate to zero, so the cell integral is \(BF(c)+B^3F''(c)/24+\dots\). Summing over cells, and replacing \(B\sum F''\) by \(\int F''dx=-F'(0)\) at this order, gives

\[
B\sum_N F\big((N+\tfrac12)B\big)=\int_0^\infty F\,dx+\frac{B^2}{24}F'(0)+\dots
\]

The integral is the zero-field value: with \(x=k_\perp^2/2\), one has \(d^2k_\perp=2\pi\,dx\), and \(2\,d^2k_\perp/(2\pi)^2=dx/\pi\). The correction contains

\[
F'(0)=\frac1{2\pi^2}\int_{-\infty}^{\infty}f\,dk_z=\frac1{\pi^2}\int_0^\infty f\,dk=D .
\]

Thus \(\Omega=\Omega_0+DB^2/24\), and

\[
\chi_L=-\frac D{12}=-\frac13\chi_P .
\]

The sign has a simple origin. Since \(\phi''=f'<0\), \(F\) is concave, and its value at the centre of a cell exceeds its average over the cell. Gathering the states at the centres raises \(\Omega\).

No step used low temperature, so the ratio holds for a warm gas too. Explicit level sums and Zeeman shifts give a ratio of \(-0.3333\) both at \(T=0.1E_F\) and at \(T=E_F\), with \(\mu=E_F\) held fixed.

**Q.** You expanded a summand that becomes sharp at the Fermi energy when the gas is cold. Surely that fails.

**A.** It fails if the temperature is lowered at fixed field. The expansion requires \(F\) to be smooth on the scale \(B\), while \(\phi\) bends within an energy of order \(T\) around \(\mu\). For \(B\ll T\) the result stands. For \(T\ll B\) the de Haas–van Alphen oscillations appear. In a field scan from 0.0100 to 0.0105 a.u., \(M/B\) varies by about \(4\times10^{-6}|\chi_L|\) at \(T=0.1E_F\), but by more than \(10|\chi_L|\) at \(T=0.0005\) hartree.

The susceptibility meant here is the weak-field one: the field amplitude goes to zero first. At \(T=0\) this is done at fixed wave number \(q\), and then \(q\to0\).

**Q.** Then show me that this order of limits gives the same number. A functional of a varying current needs the response to a varying field anyway.

**A.** Take \(A_x(z)\) with wave number \(q\) along \(z\), a transverse field. To first order the perturbation is \(p_xA_x\). It connects the states \(\mathbf k\mp\mathbf q/2\), with energies \(\varepsilon_\mp\) and occupations \(f_\mp\), through the matrix element \(k_xA_q\). The first-order part of the static condition \([H,\rho]=0\) reads

\[
(\varepsilon_+-\varepsilon_-)\,\delta\rho+(f_--f_+)\,k_xA_q=0 .
\]

The paramagnetic number current \(\mathbf j_p\), the density of \(\mathbf p\), is therefore \(j_p=\Pi A\), with

\[
\Pi(q)=2\int\!\frac{d^3k}{(2\pi)^3}\,k_x^2\,\frac{f_+-f_-}{\varepsilon_+-\varepsilon_-},
\qquad \varepsilon_\pm=\varepsilon+\frac{q^2}8\pm\frac{k_zq}2 .
\]

For a smooth \(f\), expand the quotient about the midpoint energy, and then about \(\varepsilon\):

\[
\frac{f_+-f_-}{\varepsilon_+-\varepsilon_-}=f'+\frac{q^2}8f''+\frac{k_z^2q^2}{24}f'''+O(q^4).
\]

Integrate by parts with \(\partial f/\partial k_x=k_xf'\), and likewise for the higher derivatives and for \(k_z\):

\[
\begin{aligned}
\int k_x^2f'&=-\int f,\qquad \int k_x^2f''=-\int f',\\
\int k_x^2k_z^2f'''&=-\int k_z^2f''=+\int f'.
\end{aligned}
\]

With the prefactor \(2/(2\pi)^3\), \(\int f\) becomes \(n\) and \(\int f'\) becomes \(-D\). Hence

\[
\Pi=-n+q^2D\left(\frac18-\frac1{24}\right)=-n+\frac{Dq^2}{12}.
\]

The physical number current follows from \(\partial H/\partial\mathbf A=\mathbf p+\mathbf A\), so \(\mathbf j=\mathbf j_p+n\mathbf A\), and \(j=Dq^2A/12\). The energy \(-\tfrac12\chi\int|\nabla\times\mathbf A|^2\) gives \(\mathbf j=\delta E/\delta\mathbf A=-\chi\nabla\times\mathbf B\), which is \(-\chi q^2A\) for this wave. Again \(\chi=-D/12\). The large paramagnetic and diamagnetic terms cancel, and Landau's susceptibility is what remains.

**Q.** At zero temperature \(f'''\) is hardly a function. And how slow is "slowly varying"?

**A.** One calculation answers both. At \(T=0\) return to states \(\mathbf k\) and \(\mathbf k+\mathbf q\). The two occupation terms contribute equally, as the substitution \(\mathbf k\to-\mathbf k-\mathbf q\) shows. The energy difference is \(\varepsilon_k-\varepsilon_{k+q}=-q(k_z+q/2)\), and \(k_x^2\) integrated over a disc of the Fermi sphere is \(\pi(k_F^2-k_z^2)^2/4\). With \(k_z=k_Fx\) and \(s=q/2k_F\),

\[
\Pi=-\frac{k_F^3}{16\pi^2s}\,I(s),\qquad
I=\mathrm{P}\!\!\int_{-1}^1\frac{(1-x^2)^2}{x+s}\,dx,
\]

where P denotes the principal value. Divide the numerator by \(x+s\):

\[
(1-x^2)^2=(x+s)(x-s)(x^2+s^2-2)+(1-s^2)^2 .
\]

The even part of the quotient integrates to \(\tfrac{10}3s-2s^3\). The remainder gives

\[
\begin{aligned}
(1-s^2)^2\ln\frac{1+s}{1-s}
&=(1-2s^2+s^4)\left(2s+\tfrac23s^3+\tfrac25s^5+\dots\right)\\
&=2s-\tfrac{10}3s^3+\tfrac{16}{15}s^5+\dots
\end{aligned}
\]

Adding, \(I=\tfrac{16}3s\,(1-s^2+\tfrac15s^4+\dots)\). Since \(n=k_F^3/3\pi^2\), this means \(\Pi=-n(1-s^2+\tfrac15s^4+\dots)\), and

\[
\chi(q)=-\frac{\Pi+n}{q^2}=-\frac{k_F}{12\pi^2}\left(1-\frac{q^2}{20k_F^2}+\dots\right).
\]

The limit is \(\chi_L\) at \(T=0\), and the correction is governed by \(q/k_F\). Quadrature of the principal-value integral gives \(\chi(q)/\chi_L=0.998\) at \(q=0.2k_F\) and 0.948 at \(q=k_F\).

**Q.** So much for response. A current functional should not depend on the gauge, yet \(\mathbf j_p\) does.

**A.** Under \(\mathbf A\to\mathbf A+\nabla\Lambda\) the physical current is unchanged, so \(\mathbf j_p\to\mathbf j_p-n\nabla\Lambda\). Then \(\mathbf j_p/n\) changes by a gradient, and the vorticity

\[
\boldsymbol\nu=\nabla\times\frac{\mathbf j_p}{n}
\]

does not change. The division by \(n\) matters: \(\nabla\times\mathbf j_p\) itself would change by \(-\nabla n\times\nabla\Lambda\).

**Q.** How do you get from an energy in a given field to an energy of a given current?

**A.** Let \(F[n,\mathbf j_p]\) be the lowest kinetic plus interaction energy at given \(n\) and \(\mathbf j_p\). Expanding \((\mathbf p+\mathbf A)^2/2\) gives, for the energy at fixed density without the scalar-potential term,

\[
E[n,\mathbf A]=\min_{\mathbf j_p}\Big\{F+\int\mathbf j_p\cdot\mathbf A+\tfrac12\int nA^2\Big\}.
\]

For the quadratic, convex form needed here the relation inverts:

\[
F[n,\mathbf j_p]=\max_{\mathbf A}\Big\{E[n,\mathbf A]-\int\mathbf j_p\cdot\mathbf A-\tfrac12\int nA^2\Big\}.
\]

Consider one transverse wave in a uniform gas, with \(E_2=-\tfrac12\chi q^2A^2\). By symmetry a transverse field produces no density change to first order. The change is of order \(A^2\), and because the energy is stationary, holding the density fixed alters this result only at order \(A^4\).

The bracket is \(-\tfrac12KA^2-j_pA\), with \(K=n+\chi q^2\), positive for small \(q\). Its maximum lies at \(A=-j_p/K\), so

\[
F_2=-\frac{j_p^2}{2K}+\frac{j_p^2}{K}=\frac{j_p^2}{2(n+\chi q^2)}
=\frac{j_p^2}{2n}-\frac{\chi}{2}\,\frac{q^2j_p^2}{n^2}+\dots
\]

For a transverse wave \(q^2j_p^2/n^2\) is \(|\boldsymbol\nu|^2\). A longitudinal \(\mathbf A\) is pure gauge: it has \(E_2=0\) and no vorticity, and yields \(j_p^2/2n\) alone. For the free gas at \(T=0\), insert \(\chi=\chi_L=-k_F/12\pi^2\):

\[
T_s[n,\mathbf j_p]\simeq T_s[n,0]+\int\frac{j_p^2}{2n}\,d^3r+\int\frac{k_F}{24\pi^2}|\boldsymbol\nu|^2\,d^3r .
\]

The first current term is the energy of local bulk motion. The second is the cost of the rotational part of the flow: a velocity field \(\mathbf j_p/n\) without curl does not pay it at this order. It is positive because the free gas is diamagnetic.

**Q.** The two current terms could be confused in practice. Does the second really appear in a flowing electron gas?

**A.** It was tested by diagonalizing electrons in \(A_x=a\cos qz\) with \(a=0.01\) a.u. at \(T=0.1E_F\), and taking density, current and free energy from the resulting states. At finite temperature the functional is kinetic energy minus \(TS\), and the coefficient is \(D/24\). After subtraction of the \(j_p^2/2n\) term, the remainder divided by the local formula is 1.008 at \(q=0.2k_F\) and 1.032 at \(q=0.4k_F\).

The excess can be derived at \(T=0\). The next term of \(F_2\) is \(\chi^2q^4j_p^2/2n^3\). Relative to the vorticity term it is \(-\chi_Lq^2/n=q^2/4k_F^2\). The response contributes \(-q^2/20k_F^2\). Together they give \(1+q^2/5k_F^2\), or 1.008 and 1.032. The match in the last digit at \(q=0.4k_F\) is partly fortuitous. Without truncating in \(q\), the \(T=0\) ratio is \((\chi(q)/\chi_L)\,n/K\), which there equals \(0.9920/0.9603=1.033\); the slightly warm gas lies about 0.001 below it.

**Q.** Here is my main objection. Density functional theory needs the exchange-correlation energy. A free gas has none, so how can \(-\tfrac13\) fix it?

**A.** It cannot. It fixes the kinetic part and the reference from which exchange and correlation are measured. The derivation of \(F_2\) used only \(E_2=-\tfrac12\chi q^2A^2\), which also describes an interacting, unpolarized, normal liquid, with its own orbital susceptibility \(\chi\). A superconductor is excluded, because its \(E_2\) does not vanish as \(q^2\).

By definition \(E_{xc}=F-T_s-E_H\), all at the same \(n\) and \(\mathbf j_p\). The Hartree energy \(E_H\) depends on \(n\) alone, and \(j_p^2/2n\) cancels between \(F\) and \(T_s\). What remains is

\[
E_{xc}[n,\boldsymbol\nu]\simeq E_{xc}[n,0]+\int g_{xc}|\boldsymbol\nu|^2d^3r,
\]

\[
g_{xc}=\tfrac12(\chi_L-\chi)=\frac{k_F}{24\pi^2}(R-1),\qquad R=\frac{\chi}{\chi_L}.
\]

The function \(R(n)\) must come from a many-body calculation for the uniform gas. If \(R=1\), the term vanishes. For slowly varying density one uses \(g_{xc}(n(\mathbf r))\). Terms with more gradients or higher powers of \(\boldsymbol\nu\) are dropped, so rapid variation on the scale \(1/k_F\) lies outside the approximation.

**Q.** What does this term do in the Kohn–Sham equations?

**A.** It produces a vector potential. (Because \(g_{xc}\) and \(\boldsymbol\nu\) depend on \(n\), it also adds to the scalar potential a term of second order in the current, which is not needed below.) Vary \(\mathbf j_p\) at fixed \(n\), and integrate by parts with vanishing or periodic boundary terms:

\[
\delta E_{xc}=\int2g_{xc}\boldsymbol\nu\cdot\nabla\times\frac{\delta\mathbf j_p}{n}
=\int\frac1n\,\nabla\times(2g_{xc}\boldsymbol\nu)\cdot\delta\mathbf j_p .
\]

Hence \(\mathbf A_{xc}=n^{-1}\nabla\times(2g_{xc}\boldsymbol\nu)\). Since \(n\mathbf A_{xc}\) is a curl, \(\nabla\cdot(n\mathbf A_{xc})=0\).

**Q.** Give me sizes.

**A.** Take a model gas with \(r_s=3\) bohr. Its density is \(n=3/(4\pi r_s^3)=0.008842\) bohr\(^{-3}\), so \(k_F=(3\pi^2n)^{1/3}=0.6397\) bohr\(^{-1}\). At \(T=0\),

\[
\chi_P=\frac{0.6397}{4\pi^2}=0.01620,\qquad
\chi_L=-\frac{0.6397}{12\pi^2}=-0.005401\ \text{a.u.}
\]

In these units \(\mu_0=4\pi\alpha^2\), with \(\alpha\) the fine-structure constant. The dimensionless SI volume susceptibilities are therefore \(4\pi\alpha^2\chi\), or \(1.084\times10^{-5}\) and \(-3.61\times10^{-6}\).

Let the gas flow along \(x\) with \(j_p/n=u\cos qz\), where \(u=0.01\) a.u. and \(q=0.2k_F=0.1279\) bohr\(^{-1}\). The mean of the squared cosine is \(\tfrac12\), so the mean convective energy is

\[
\tfrac14nu^2=\tfrac14(0.008842)(10^{-4})=2.210\times10^{-7}\ \text{hartree/bohr}^3 .
\]

The vorticity amplitude is \(uq=1.279\times10^{-3}\) a.u. To leading order \(j_p=-nA\), so \(\boldsymbol\nu=-\mathbf B\), and this amplitude corresponds to a field of about 301 T. With the coefficient \(k_F/24\pi^2=2.701\times10^{-3}\) a.u., the mean vorticity energy is

\[
\tfrac12(2.701\times10^{-3})(1.279\times10^{-3})^2=2.21\times10^{-9}\ \text{hartree/bohr}^3 .
\]

This is 1% of the convective energy, as the ratio \(q^2/4k_F^2\) requires. These figures evaluate the weak-field quadratic form; they do not include oscillatory effects of a finite field in a cold gas.

For exchange and correlation I choose \(R=0.8\) as an illustration, not as a computed property of this gas. Then

\[
g_{xc}=(2.701\times10^{-3})(-0.2)=-5.40\times10^{-4}\ \text{a.u.},
\]

and the mean energy is \(-0.2\times2.21\times10^{-9}=-4.42\times10^{-10}\) hartree/bohr\(^3\). For this flow \(\nu_y=-uq\sin qz\), and the \(x\) component of the curl is \(-\partial_z\), so

\[
A_{xc,x}(0)=\frac{2g_{xc}q^2u}{n}
=\frac{2(-5.40\times10^{-4})(0.1279)^2(0.01)}{0.008842}
=-2.0\times10^{-5}\ \text{a.u.}
\]

The field that drives the flow has \(A_x(0)\simeq-u\) to leading order. For this choice of \(R\), \(A_{xc}\) has the same sign and 0.2% of its size.

## Computed values

```
r_s = 3.0 bohr
density n = 0.008842 bohr^-3
k_F = 0.63972 bohr^-1
E_F = 0.20462 hartree
chi_P at T=0 = 1.620428e-02 a.u.
chi_L at T=0 = -5.401427e-03 a.u.
chi_P at T=0, SI volume = 1.0844e-05 (dimensionless)
chi_L at T=0, SI volume = -3.6145e-06 (dimensionless)
field in level sums B = 0.010 a.u.
mu=E_F, T/E_F=0.1: orbital chi = -5.378113e-03 a.u.
mu=E_F, T/E_F=0.1: spin chi = 1.613382e-02 a.u.
mu=E_F, T/E_F=0.1: ratio = -0.333344
mu=E_F, T/E_F=1.0: orbital chi = -4.916406e-03 a.u.
mu=E_F, T/E_F=1.0: spin chi = 1.474924e-02 a.u.
mu=E_F, T/E_F=1.0: ratio = -0.333333
field scan from 0.0100 to 0.0105 a.u.
spread of M/B over |chi_L|, T=0.1 E_F: 3.85e-06
cold temperature = 0.0005 hartree
spread of M/B over |chi_L|, cold gas: 10.45
chi(q)/chi_L at T=0, q/k_F=0.2: 0.99800
chi(q)/chi_L at T=0, q/k_F=0.5: 0.98739
chi(q)/chi_L at T=0, q/k_F=1.0: 0.94805
diagonalization: a = 0.010 a.u., T = 0.1 E_F
q/k_F=0.2: nu/B = -0.99019
q/k_F=0.2: computed vorticity energy = 2.17486e-09 hartree/bohr^3
q/k_F=0.2: local formula = 2.15791e-09 hartree/bohr^3
q/k_F=0.2: computed/formula = 1.00785
q/k_F=0.4: nu/B = -0.96099
q/k_F=0.4: computed vorticity energy = 8.39079e-09 hartree/bohr^3
q/k_F=0.4: local formula = 8.13008e-09 hartree/bohr^3
q/k_F=0.4: computed/formula = 1.03207
deviation ratio on doubling q = 4.084
Legendre xc energy / local formula = 1.00113
A_xc test: numerical/analytic derivative = 1.00000000
shear flow: velocity amplitude = 0.010 a.u.
shear flow: q = 0.12794 bohr^-1
shear flow: vorticity amplitude = 1.27944e-03 a.u.
shear flow: equivalent field amplitude = 300.7 T
kinetic vorticity coefficient = 2.700714e-03 a.u.
mean convective energy = 2.21049e-07 hartree/bohr^3
mean kinetic vorticity energy = 2.21049e-09 hartree/bohr^3
vorticity/convective energy = 0.01000
chosen susceptibility ratio R = 0.8
g_xc = -5.401427e-04 a.u.
mean xc vorticity energy = -4.42097e-10 hartree/bohr^3
A_xc at z=0 = -2.00000e-05 a.u.
```
